**Quench anisotropy of Lyman-α light and the ratio of Lamb shift to fine structure**

For a hydrogenlike ion with a spinless nucleus, quenched from $2S_{1/2}$ by a weak static field, the E1 anisotropy is $R=(I_\parallel-I_\perp)/(I_\parallel+I_\perp)=(1-q)/(3+q)$ with $q=(1-3x)^2+9g^2/4$. Here $x=S/D$, $g=G/D$, $S$ is the $2S_{1/2}$–$2P_{1/2}$ interval, $D$ the $2P$ fine-structure interval and $G$ the $2P$ width. The program asserts the radial integrals and Dalgarno–Lewis solutions symbolically, and compares the amplitude, angular pattern, spin independence of $R$, inversion, slope, polarization, limits and total rate with explicit Clebsch–Gordan sums. A Hermitian model with discretized photon bands gives a $\sigma/\pi$ rate ratio of 9.8465 against $2/q=9.8462$, where omitting the width would give 32. An eight-level non-Hermitian matrix tests the finite-field rule $S\to S+\lambda$, the line width and the weak-field limit of a sudden switch-on, and binomial sampling tests the counting error. For C$^{5+}$ with computed $D=14190$ GHz, $G=129.3$ GHz and the round input $S=800$ GHz, the output shows $R=0.08385$ at weak field and $0.08401$ at $10^7$ V/m. Inverting the latter returns 800.96, 801.49 and 799.997 GHz as the width and then the field shift are included.

## Verification by program

```python
# Anisotropy of field-quenched 2S1/2 -> 1S1/2 emission, hydrogenlike ion, spinless nucleus.
# S = E(2S1/2)-E(2P1/2), D = E(2P3/2)-E(2P1/2), G = 2P width, x = S/D, g = G/D,
# V1 = 1/(S+iG/2), V3 = 1/(S-D+iG/2), Vp = V1+2V3, Vm = V1-V3, f = field direction.
# Under test: M = [Vp e*.f + i Vm sigma.(e* x f)]/3,
#   R = (I_par-I_perp)/(I_par+I_perp) = (1-q)/(3+q), q = (1-3x)^2+9g^2/4, its inversion,
#   quench rate gamma = G d^2F^2(|V1|^2+2|V3|^2)/3 with d = -3/Z, field shift S -> S+lam.
# The independent side uses Clebsch-Gordan sums, diagonalization and explicit photon modes.
import numpy as np, sympy as sp
from sympy.physics.quantum.cg import CG
from scipy.constants import alpha, physical_constants as pc
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import brentq
rng = np.random.default_rng(1)

# radial integrals for Z=1; l=1 functions are written cos(theta)*f(r)
r = sp.symbols('r', positive=True)
s1 = sp.exp(-r)/sp.sqrt(sp.pi)
s2 = (1-r/2)*sp.exp(-r/2)/sp.sqrt(8*sp.pi)
p2 = r*sp.exp(-r/2)/sp.sqrt(32*sp.pi)
ov = lambda a, b: sp.simplify(4*sp.pi/3*sp.integrate(sp.expand(a*b*r**2), (r, 0, sp.oo)))
Hp = lambda f: -(sp.diff(f, r, 2)+2*sp.diff(f, r)/r-2*f/r**2)/2-f/r
d1, d2, rm3 = ov(r*s1, p2), ov(r*s2, p2), ov(p2/r**3, p2)
assert ov(p2, p2) == 1 and d2 == -3 and rm3 == sp.Rational(1, 24)
assert sp.simplify(d1-128*sp.sqrt(2)/243) == 0
gam_coef = sp.simplify(sp.Rational(4, 3)*sp.Rational(3, 8)**3*d1**2)
assert gam_coef == sp.Rational(2, 3)**8
# nonresonant paths: Dalgarno-Lewis functions checked against their differential equations
fa = (r**3/2-15*r)*sp.exp(-r/2)/sp.sqrt(8*sp.pi)
fb = -(r+r**2/2)*s1
assert sp.simplify(-fa/8-Hp(fa)-(r*s2-d2*p2)) == 0 and ov(fa, p2) == 0
assert sp.simplify(-fb/2-Hp(fb)-r*s1) == 0
nonres = sp.simplify(3*(ov(r*s1, fa)+ov(r*s2, fb))/(d1*d2))
assert nonres == 12

# j projectors from Clebsch-Gordan coefficients, basis (ml=1,0,-1) x (up,down)
h = sp.Rational(1, 2)
def projector(j):
    P = np.zeros((6, 6))
    for n in range(int(2*j)+1):
        v = np.array([float(CG(1, ml, h, ms, j, j-n).doit()) if ml+ms == j-n else 0.0
                      for ml in (1, 0, -1) for ms in (h, -h)])
        P += np.outer(v, v)
    return P
P1, P3 = projector(h), projector(3*h)
sph = np.array([[-1, -1j, 0], [0, 0, np.sqrt(2)], [1, -1j, 0]])/np.sqrt(2)
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I2 = np.eye(2); ex, ey, ez = np.eye(3)
emit = lambda e: np.kron((sph@np.conj(e))[None, :], I2)
mix = lambda f: np.kron((sph.conj()@f)[:, None], I2)
unit = lambda v: v/np.linalg.norm(v)
def pattern(k, X):  # intensity along k from 2P density X, two transverse polarizations
    a = unit(np.cross(k, [0.31, -0.57, 0.76])); b = np.cross(k, a)
    return sum(np.trace(emit(e)@X@emit(e).conj().T).real for e in (a, b))
def aniso(X):
    a, b = pattern(ez, X), pattern(ex, X)
    return (a-b)/(a+b)
VV = lambda S, D, G: (1/(S+.5j*G), 1/(S-D+.5j*G))
def dens(S, D, G, f=ez, pol=np.zeros(3), eta=0.0):
    V1, V3 = VV(S, D, G)
    A = (V1*P1+V3*P3+eta/3*np.eye(6))@mix(f)
    return A@((I2+np.tensordot(pol, sig, 1))/2)@A.conj().T
R_cg = lambda S, D, G, **kw: aniso(dens(S, D, G, **kw))
q_of = lambda x, g: (1-3*x)**2+2.25*g*g
R_of = lambda x, g: (1-q_of(x, g))/(3+q_of(x, g))
x_of = lambda R, g: (1-np.sqrt((1-3*R)/(1+R)-2.25*g*g))/3
slope = lambda x, g: 24*(1-3*x)/(3+q_of(x, g))**2
cth, wth = np.polynomial.legendre.leggauss(6)
def sphere(X):  # (3/8pi) times solid-angle integral of an axially symmetric pattern
    return 0.75*sum(w*pattern(np.array([np.sqrt(1-c*c), 0, c]), X) for c, w in zip(cth, wth))

for _ in range(30):
    x, g = rng.uniform(0.01, 0.3), rng.uniform(0, 0.5)
    V1, V3 = VV(x, 1, g); Vp, Vm, rho = V1+2*V3, V1-V3, V3/V1
    f, k, pol = unit(rng.normal(size=3)), unit(rng.normal(size=3)), 0.9*unit(rng.normal(size=3))
    e = rng.normal(size=3)+1j*rng.normal(size=3)
    M = (Vp*(e.conj()@f)*I2+1j*Vm*np.tensordot(np.cross(e.conj(), f), sig, 1))/3
    assert np.allclose(emit(e)@(V1*P1+V3*P3)@mix(f), M, rtol=1e-11, atol=1e-11)
    c = k@f
    I = (abs(Vp)**2*(1-c*c)+abs(Vm)**2*(1+c*c)+2*(Vp.conjugate()*Vm).imag*c*(pol@np.cross(k, f)))/9
    assert abs(pattern(k, dens(x, 1, g, f, pol))/I-1) < 1e-11
    R = R_cg(x, 1, g, pol=pol)
    assert abs(R-R_of(x, g)) < 1e-11 and abs(x_of(R, g)-x) < 1e-9
    assert abs(R+(3*rho.real+1.5*abs(rho)**2)/(2-rho.real+3.5*abs(rho)**2)) < 1e-11
    assert abs(R_cg(2/3-x, 1, g)-R) < 1e-11
    assert abs((R_cg(x+1e-5, 1, g)-R_cg(x-1e-5, 1, g))/2e-5-slope(x, g)) < 1e-6
    X = dens(x, 1, g)
    Iz, Iy = [np.trace(emit(u)@X@emit(u).conj().T).real for u in (ez, ey)]
    assert abs((Iz-Iy)/(Iz+Iy)-(q_of(x, g)-1)/(q_of(x, g)+1)) < 1e-11
    assert abs(sphere(X)/((abs(V1)**2+2*abs(V3)**2)/3)-1) < 1e-11
assert abs(R_cg(1e-9, 1, 0)) < 1e-8 and abs(R_cg(1, 1e-6, 0)+1) < 1e-9
assert abs(R_cg(1/3, 1, 0)-1/3) < 1e-12 and abs(R_cg(1e-4, 1, 0)/1.5e-4-1) < 1e-3
assert max(R_cg(u, 1, 0) for u in np.linspace(0.01, 0.95, 95)) < 1/3+1e-12

# Hermitian model, mj=1/2: 2S up, 2p(0,up), 2p(+1,down), pi and sigma photon bands
Sm, Dm, Gm, v, N, dw = 1.0, 4.0, 1.0, 0.01, 800, 0.2
Hm = np.zeros((3+2*N, 3+2*N)); idx = [2, 1]
Hm[1:3, 1:3] = (-Sm*P1+(Dm-Sm)*P3)[np.ix_(idx, idx)]
Hm[0, 1] = Hm[1, 0] = v
for ch in (0, 1):
    sl = np.arange(3+ch*N, 3+(ch+1)*N)
    Hm[sl, sl] = (np.arange(N)-(N-1)/2)*dw
    Hm[1+ch, sl] = Hm[sl, 1+ch] = np.sqrt(Gm*dw/(2*np.pi))
En, U = np.linalg.eigh(Hm)
def photons(t):
    p = abs(U@(np.exp(-1j*En*t)*U[0]))**2
    return np.array([p[3:3+N].sum(), p[3+N:].sum()])
rpi, rsig = (photons(24.)-photons(20.))/4
V1, V3 = VV(Sm, Dm, Gm)
# tolerance: depletion gamma*t, transients exp(-Gt/2) and band edges, each below 1e-3
assert abs(rsig/rpi*q_of(Sm/Dm, Gm/Dm)/2-1) < 3e-3
assert abs((rpi+rsig)/(Gm*v*v*(abs(V1)**2+2*abs(V3)**2)/3)-1) < 3e-3

# worked example: C5+, point nucleus of infinite mass, S a round input
Z, S, F = 6, 800.0, 1e7
Eh = pc['hartree-hertz relationship'][0]/1e9
eps = np.array([[[float(sp.LeviCivita(a, b, c)) for c in range(3)] for b in range(3)] for a in range(3)])
ls = np.linalg.eigvalsh(sum(np.kron(-1j*eps[a], sig[a]/2) for a in range(3)))
D = Z*alpha**2/2*float(rm3)*Z**3*(ls.max()-ls.min())*Eh
assert abs(D/(alpha**2*Z**4/32*Eh)-1) < 1e-12
za = Z*alpha
D_dirac = (np.sqrt(1-za**2/4)-np.sqrt((1+np.sqrt(1-za**2))/2))/alpha**2*Eh
assert abs((D_dirac/D-1)/(0.625*za**2)-1) < 5e-3
G = float(gam_coef)*alpha**3*Z**4*Eh
dF = float(d2)/Z*F/pc['atomic unit of electric field'][0]*Eh
x, g = S/D, G/D; V1, V3 = VV(S, D, G); R0 = R_of(x, g)
lam2 = lambda s, w: w*w*(VV(s, D, G)[0]+2*VV(s, D, G)[1])/3
gam2 = lambda w: G*w*w*(abs(V1)**2+2*abs(V3)**2)/3
def H8(w):
    H = np.zeros((8, 8), complex)
    H[2:, 2:] = -S*P1+(D-S)*P3-.5j*G*np.eye(6)
    H[2:, :2] = w*mix(ez); H[:2, 2:] = H[2:, :2].conj().T
    return H
def dressed(w):
    val, vec = np.linalg.eig(H8(w)); i = np.argmin(abs(val)); u = unit(vec[:, i])[2:]
    return val[i], np.outer(u, u.conj())
def sudden(w):
    X = solve_continuous_lyapunov(-1j*H8(w), -np.diag([.5, .5]+[0]*6).astype(complex))[2:, 2:]
    assert abs(G*np.trace(X).real-1) < 1e-6
    return aniso(X)
lam, Xd = dressed(dF); RF = aniso(Xd); gam = -2*lam.imag
assert abs(RF-R_of((S+lam.real)/D, (G-gam)/D)) < 1e-10
assert abs(G*sphere(Xd)/gam-1) < 1e-7
assert abs(abs(lam-lam2(S, dF))/abs(dressed(dF/2)[0]-lam2(S, dF/2))/16-1) < 0.02
assert abs(-2*dressed(dF/10)[0].imag/gam2(dF/10)-1) < 2e-4
assert abs(sudden(dF/10)-R0) < 1e-5 < abs(R_of(x, 0)-R0)
spec = lambda E: np.sum(abs(np.linalg.inv(E*np.eye(8)-H8(dF))[2:, 0])**2)
hm = lambda E: spec(E)-spec(lam.real)/2
Ea, Eb = brentq(hm, lam.real-5*gam, lam.real), brentq(hm, lam.real, lam.real+5*gam)
assert abs((Eb-Ea)/gam-1) < 1e-3 and abs((Ea+Eb)/2-lam.real) < 1e-2*gam
S_a, S_b = D*x_of(RF, 0), D*x_of(RF, g); S_c = S_b
for _ in range(6):
    l = lam2(S_c, dF); S_c = D*x_of(RF, (G+2*l.imag)/D)-l.real
assert abs(S_c-S) < 0.01 < abs(S_b-S)   # remainder is fourth order in the field
eta = float(nonres)/(Z*Z*Eh)
q_nr = abs(3*S-D+1.5j*G+eta/(V1*V3))**2/D**2
assert abs(R_cg(S, D, G, eta=eta)-(1-q_nr)/(3+q_nr)) < 1e-11
counts = (1-R0**2)/(1e-3*x*slope(x, g))**2
n = int(counts); Rs = 2*rng.binomial(n, (1+R0)/2, 20000)/n-1
assert abs(np.std(D*x_of(Rs, g))/S/1e-3-1) < 0.03

cm = pc['hertz-inverse meter relationship'][0]*1e7
out = [("model S, D, G [model units]", f"{Sm}, {Dm}, {Gm}"),
 ("model sigma/pi rate, photon modes", f"{rsig/rpi:.4f}"),
 ("model 2/q with width", f"{2/q_of(Sm/Dm, Gm/Dm):.4f}"),
 ("model 2/q without width", f"{2/q_of(Sm/Dm, 0):.4f}"),
 ("Z", Z), ("Z alpha", f"{za:.6f}"), ("(Z alpha)^2", f"{za**2:.3e}"), ("alpha/pi", f"{alpha/np.pi:.3e}"),
 ("hartree [GHz]", f"{Eh:.6e}"),
 ("photon energy [eV]", f"{0.375*Z*Z*pc['Hartree energy in eV'][0]:.2f}"),
 ("S round input [GHz]", f"{S:.1f}"), ("S [1/cm]", f"{S*cm:.3f}"),
 ("D spin-orbit [GHz]", f"{D:.2f}"), ("D [1/cm]", f"{D*cm:.2f}"),
 ("D Dirac [GHz]", f"{D_dirac:.2f}"), ("D Dirac / D - 1", f"{D_dirac/D-1:.3e}"),
 ("G [GHz]", f"{G:.3f}"), ("2P lifetime [ps]", f"{1e3/(2*np.pi*G):.4f}"),
 ("x = S/D", f"{x:.7f}"), ("g = G/D", f"{g:.7f}"),
 ("rho = V3/V1", f"{(V3/V1).real:.6f} {(V3/V1).imag:+.6f}i"),
 ("(1-3x)^2", f"{(1-3*x)**2:.7f}"), ("9 g^2/4", f"{2.25*g*g:.4e}"), ("q", f"{q_of(x, g):.7f}"),
 ("I_perp/I_par", f"{(1+q_of(x, g))/2:.6f}"), ("R weak field", f"{R0:.7f}"),
 ("R with G=0", f"{R_of(x, 0):.7f}"), ("3x/2", f"{1.5*x:.7f}"),
 ("linear polarization at 90 deg", f"{(q_of(x, g)-1)/(q_of(x, g)+1):.6f}"),
 ("dR/dx", f"{slope(x, g):.5f}"), ("F [V/m]", f"{F:.1e}"), ("|d| F [GHz]", f"{abs(dF):.3f}"),
 ("Re lam second order [GHz]", f"{lam2(S, dF).real:.4f}"), ("Re lam exact [GHz]", f"{lam.real:.4f}"),
 ("gamma second order [GHz]", f"{gam2(dF):.5f}"), ("gamma exact [GHz]", f"{gam:.5f}"),
 ("line FWHM from spectrum [GHz]", f"{Eb-Ea:.5f}"),
 ("quenched 2S lifetime [ns]", f"{1/(2*np.pi*gam):.4f}"),
 ("R dressed state at F", f"{RF:.7f}"), ("R dressed - R weak", f"{RF-R0:.3e}"),
 ("R sudden switch-on at F", f"{sudden(dF):.7f}"), ("q from R dressed", f"{(1-3*RF)/(1+RF):.7f}"),
 ("S inverted, no G, no F [GHz]", f"{S_a:.3f}"), ("S inverted, with G [GHz]", f"{S_b:.3f}"),
 ("S inverted, with G and F [GHz]", f"{S_c:.3f}"), ("x inverted, with G and F", f"{S_c/D:.7f}"),
 ("nonresonant term in Vp [1/GHz]", f"{eta:.3e}"),
 ("nonresonant shift of R", f"{(1-q_nr)/(3+q_nr)-R0:.3e}"),
 ("sigma_R for 0.1% in S", f"{1e-3*x*slope(x, g):.3e}"), ("counts for 0.1% in S", f"{counts:.3e}")]
for a, b in out:
    print(f"{a}: {b}")
print("all assertions hold")
```

Output:

```
model S, D, G [model units]: 1.0, 4.0, 1.0
model sigma/pi rate, photon modes: 9.8465
model 2/q with width: 9.8462
model 2/q without width: 32.0000
Z: 6
Z alpha: 0.043784
(Z alpha)^2: 1.917e-03
alpha/pi: 2.323e-03
hartree [GHz]: 6.579684e+06
photon energy [eV]: 367.35
S round input [GHz]: 800.0
S [1/cm]: 26.685
D spin-orbit [GHz]: 14190.27
D [1/cm]: 473.34
D Dirac [GHz]: 14207.30
D Dirac / D - 1: 1.200e-03
G [GHz]: 129.293
2P lifetime [ps]: 1.2310
x = S/D: 0.0563767
g = G/D: 0.0091114
rho = V3/V1: -0.059720 -0.005116i
(1-3x)^2: 0.6903450
9 g^2/4: 1.8679e-04
q: 0.6905318
I_perp/I_par: 0.845266
R weak field: 0.0838546
R with G=0: 0.0839095
3x/2: 0.0845650
linear polarization at 90 deg: -0.183060
dR/dx: 1.46409
F [V/m]: 1.0e+07
|d| F [GHz]: 63.977
Re lam second order [GHz]: 1.4906
Re lam exact [GHz]: 1.4875
gamma second order [GHz]: 0.27581
gamma exact [GHz]: 0.27423
line FWHM from spectrum [GHz]: 0.27423
quenched 2S lifetime [ns]: 0.5804
R dressed state at F: 0.0840083
R dressed - R weak: 1.537e-04
R sudden switch-on at F: 0.0838291
q from R dressed: 0.6900085
S inverted, no G, no F [GHz]: 800.958
S inverted, with G [GHz]: 801.490
S inverted, with G and F [GHz]: 799.997
x inverted, with G and F: 0.0563764
nonresonant term in Vp [1/GHz]: 5.066e-08
nonresonant shift of R: -1.865e-05
sigma_R for 0.1% in S: 8.254e-05
counts for 0.1% in S: 1.457e+08
all assertions hold
```
